\section*{Helical Order from a Lifshitz Invariant: Wavevector and Shift of Instability}

\section{The cell length and the energy}

A numerical search for the ordered state of a modulated dielectric in a fixed periodic cell requires a choice of cell length. If the cell is too short, the minimization can return zero order at a temperature where the unrestricted system is already ordered. The choice depends on three quantities: the wavevector favoured by the gradient terms, the amount by which a modulation lowers the quadratic coefficient of the Landau energy, and how far the temperature lies below onset.

Let $\eta_1(x)$ and $\eta_2(x)$ be the real components of the order parameter, with a prime denoting $d/dx$. The energy density is
\begin{align}
f={}&\frac a2(\eta_1^2+\eta_2^2)+\frac g2(\eta_1'^2+\eta_2'^2)\nonumber\\
&-d(\eta_1\eta_2'-\eta_2\eta_1')+\frac b4(\eta_1^2+\eta_2^2)^2, \label{energy}
\end{align}
with $g>0$ and $b>0$. The third term is the Lifshitz invariant. We assume that symmetry allows it, that the energy is isotropic in the $(\eta_1,\eta_2)$ plane, and that mean-field theory applies. The coefficient $d$ may have either sign.

One realization is a local polarization that is modulated near a commensurate wavevector $Q$, with $Q$ and $-Q$ inequivalent:
\begin{equation}
p(x)=\eta_1(x)\cos Qx+\eta_2(x)\sin Qx. \label{carrier}
\end{equation}
Polarization is a polar vector, so inversion about the origin sends $p(x)$ to $-p(-x)$. This changes the signs of $\eta_1$ and of $d/dx$, so $\eta_1\eta_2'-\eta_2\eta_1'$ is unchanged. The invariant can therefore occur in a crystal with inversion symmetry. If $\eta_1=A\cos qx$ and $\eta_2=A\sin qx$, equation (\ref{carrier}) gives $p=A\cos[(Q-q)x]$. The helix lies in the order-parameter plane; the polarization itself is a linear wave whose wavevector is displaced from $Q$.

\section{What the invariant does in the bulk}

Define $\psi=\eta_1+i\eta_2$. Multiplying out,
\begin{align}
\psi^*\psi'&=(\eta_1-i\eta_2)(\eta_1'+i\eta_2')\nonumber\\
&=\eta_1\eta_1'+\eta_2\eta_2'+i(\eta_1\eta_2'-\eta_2\eta_1'),
\end{align}
so that
\begin{equation}
\eta_1\eta_2'-\eta_2\eta_1'=\operatorname{Im}(\psi^*\psi'). \label{imag}
\end{equation}
If $\psi=\rho e^{i\theta}$, then $\psi^*\psi'=\rho\rho'+i\rho^2\theta'$, and the invariant equals $\rho^2\theta'$. It measures the rate of rotation, weighted by the squared amplitude. For $d>0$ the energy favours increasing $\theta$.

The minus sign inside the invariant matters. The symmetric combination is $\eta_1\eta_2'+\eta_2\eta_1'=(\eta_1\eta_2)'$, which integrates to a surface term. For the antisymmetric combination $W=\eta_1\eta_2'-\eta_2\eta_1'$, the variational derivatives are
\begin{align}
\frac{\partial W}{\partial\eta_1}-\frac{d}{dx}\frac{\partial W}{\partial\eta_1'}
&=\eta_2'-(-\eta_2')=2\eta_2',\\
\frac{\partial W}{\partial\eta_2}-\frac{d}{dx}\frac{\partial W}{\partial\eta_2'}
&=-\eta_1'-\eta_1'=-2\eta_1'.
\end{align}
These do not vanish, so the invariant acts throughout the bulk. Adding the first bulk equation to $i$ times the second gives
\begin{equation}
a\psi-g\psi''+2id\psi'+b|\psi|^2\psi=0. \label{bulk}
\end{equation}

\section{The quadratic instability}

Expand $\psi$ in a periodic cell as $\psi=\sum_q c_qe^{iqx}$. Averaging over the cell removes products of different wavevectors, leaving
\begin{align}
\langle|\psi|^2\rangle&=\sum_q|c_q|^2,&
\langle|\psi'|^2\rangle&=\sum_q q^2|c_q|^2,\nonumber\\
\langle\operatorname{Im}(\psi^*\psi')\rangle&=\sum_q q|c_q|^2.
\end{align}
The quadratic part of (\ref{energy}) therefore has the mean
\begin{equation}
\langle f_2\rangle=\frac12\sum_q\alpha(q)|c_q|^2,\quad
\alpha(q)=a+gq^2-2dq. \label{alpha}
\end{equation}
The factor 2 before $dq$ arises because $d$ enters (\ref{energy}) without the one half carried by $a$ and $g$. Setting the derivative to zero,
\begin{equation}
\alpha'(q)=2gq-2d=0\quad\Longrightarrow\quad q_0=\frac dg. \label{q0}
\end{equation}
Since $\alpha''=2g>0$, this is a minimum. Substitution gives
\begin{equation}
\alpha(q_0)=a+\frac{d^2}{g}-\frac{2d^2}{g}=a-\frac{d^2}{g}. \label{shift}
\end{equation}
On cooling, the disordered state first becomes unstable at $a=d^2/g$, while $a$ is still positive. The gradient cost $+d^2/g$ offsets half of the Lifshitz gain $-2d^2/g$.

Equation (\ref{alpha}) also shows how to obtain the coefficients from a calculated mode stiffness near $Q$, defined so that a wave of amplitude $A$ has mean quadratic energy density $\alpha A^2/2$. The slope with respect to $q$ at $q=0$ is $-2d$ and the second derivative is $2g$. For the realization (\ref{carrier}) the wavevector of $p$ is $Q-q$, so the slope with respect to that wavevector is $+2d$. The instability moves away from $Q$ because the stiffness has a nonzero slope there.

The sense of rotation matters. At $q=-q_0$ both contributions raise the energy:
\begin{equation}
\alpha(-q_0)=a+\frac{d^2}{g}+\frac{2d^2}{g}=a+\frac{3d^2}{g}.
\end{equation}
A wave along a fixed direction in the order-parameter plane, such as $\eta_1=A\cos q_0x$, $\eta_2=0$, contains both senses equally. Its Lifshitz term vanishes and its coefficient is $a+gq_0^2=a+d^2/g$. Modulation alone is thus insufficient; the order parameter must rotate in the favoured sense.

The factors depend on the convention. If the quadratic energy is instead written $a|\psi|^2+g|\psi'|^2-d\operatorname{Im}(\psi^*\psi')$, the helix coefficient is $a+gq^2-dq$. Its minimum is at $q=d/(2g)$ and equals $a-d^2/(4g)$. Coefficients taken from another calculation must be converted to the form (\ref{energy}) before (\ref{q0}) and (\ref{shift}) are used.

\section{The lowest state below onset}

The linear analysis identifies the first unstable mode. To find the lowest nonlinear state, consider
\begin{align}
|\psi'-iq_0\psi|^2
&=|\psi'|^2+q_0^2|\psi|^2-2\operatorname{Re}(iq_0\psi\,\psi'^*)\nonumber\\
&=|\psi'|^2+q_0^2|\psi|^2-2q_0\operatorname{Im}(\psi^*\psi'). \label{expand}
\end{align}
The last line uses $\operatorname{Re}(iz)=-\operatorname{Im}z$ with $z=\psi\psi'^*$, and the fact that $z$ is the complex conjugate of $\psi^*\psi'$. Multiply (\ref{expand}) by $g/2$ and use $gq_0=d$ and $gq_0^2=d^2/g$:
\begin{equation}
\frac g2|\psi'|^2-d\operatorname{Im}(\psi^*\psi')
=\frac g2|\psi'-iq_0\psi|^2-\frac{d^2}{2g}|\psi|^2.
\end{equation}
The full energy density becomes
\begin{equation}
f=\frac12\left(a-\frac{d^2}{g}\right)|\psi|^2
+\frac g2|\psi'-iq_0\psi|^2+\frac b4|\psi|^4. \label{square}
\end{equation}
This identity holds at every point and for every differentiable profile. The gradient term is nonnegative and vanishes when $\psi'=iq_0\psi$, whose solution is $\psi=Ce^{iq_0x}$.

Put $r=d^2/g-a$. For $r>0$ the remaining terms are
\begin{equation}
-\frac r2|\psi|^2+\frac b4|\psi|^4
=\frac b4\left(|\psi|^2-\frac rb\right)^2-\frac{r^2}{4b}. \label{amp}
\end{equation}
Both squares vanish together for a helix of constant amplitude. Hence
\begin{equation}
A^2=\frac{d^2/g-a}{b},\qquad
f_{\min}=-\frac{(d^2/g-a)^2}{4b}. \label{minimum}
\end{equation}
No profile has a lower energy density in this model, including profiles with varying amplitude or several harmonics. For $r\le0$ every term in (\ref{square}) is nonnegative, and $\psi=0$ is lowest. The amplitude grows continuously from zero at onset.

The bulk equation alone would not select $q_0$. Substituting $\psi=Ae^{iqx}$ into (\ref{bulk}) gives $bA^2=-\alpha(q)$, so there is a stationary helix for every $q$ with $\alpha(q)<0$. Its energy is $-\alpha(q)^2/(4b)$, and comparison of these energies selects $q_0$.

With free ends and no surface energy, the pointwise argument holds for any length. A surface energy or clamped ends can change the profile. As $d\to0$, $q_0$ and the shift both vanish and uniform order is recovered. As $g\to0$ at fixed $d$, both diverge; higher gradient terms must then be included.

\section{A cell of fixed length}

If $\psi$ is periodic in a cell of length $L$, the allowed wavevectors are $2\pi n/L$, with integer $n$. For the polarization (\ref{carrier}), this applies when the cell holds a whole number of carrier periods $2\pi/|Q|$. Otherwise, periodicity of $p$ allows $q=Q-2\pi n/L$ instead. The spacing is $2\pi/L$ in both cases. Since $d=gq_0$,
\begin{equation}
\alpha(q)=a-\frac{d^2}{g}+g(q-q_0)^2. \label{mismatch}
\end{equation}
The nearest allowed wavevector is at most $\pi/L$ from $q_0$. The lowest coefficient is therefore too high by at most $g(\pi/L)^2$. Relative to $d^2/g=gq_0^2$, this bound is $(\lambda/2L)^2$, where $\lambda=2\pi/|q_0|$.

Order is possible in the cell if some allowed $q$ satisfies
\begin{equation}
|q-q_0|<\sqrt{\frac{d^2/g-a}{g}}. \label{band}
\end{equation}
If none does, every $\alpha(q)$ in (\ref{alpha}) is nonnegative and the cell's lowest state is $\psi=0$, even when the unrestricted system has $a<d^2/g$.

\section{Worked example}

Take $\eta$ in $\mu$C/cm$^2$, length in nm and energy density in J/cm$^3$. Write $\mathcal U$ for the resulting unit of $a$, namely J/cm$^3$ per $(\mu$C/cm$^2)^2$. The rough model parameters are
\[
g=0.040\ \mathcal U\,\mathrm{nm}^2,\qquad
d=0.016\ \mathcal U\,\mathrm{nm},
\]
and $b=4.0\times10^{-5}$ J/cm$^3$ per $(\mu$C/cm$^2)^4$. Let $a=a_0(T-T_0)$, with $a_0=2.0\times10^{-4}\ \mathcal U$/K and $T_0=200$ K, and hold the other coefficients fixed.

Equations (\ref{q0}) and (\ref{shift}) give
\begin{align}
q_0&=\frac{0.016}{0.040}=0.40\ \mathrm{nm}^{-1},&
\lambda&=\frac{2\pi}{0.40}=15.7\ \mathrm{nm},\\
\frac{d^2}{g}&=\frac{(0.016)^2}{0.040}=0.0064\ \mathcal U.
\end{align}
The last value is $6.4\times10^7$ m/F. Setting $a=d^2/g$ gives the onset temperature
\begin{equation}
T_i=T_0+\frac{d^2}{ga_0}
=200+\frac{0.0064}{2.0\times10^{-4}}=232\ \mathrm K.
\end{equation}
The invariant raises the onset by 32 K.

At $T=212$ K, $a=0.0024\ \mathcal U$. Uniform order gains no energy because $a$ is positive, but the favoured helix has coefficient $0.0024-0.0064=-0.0040\ \mathcal U$. The opposite helix has $+0.0216\ \mathcal U$, and the fixed-direction wave at $q_0$ has $+0.0088\ \mathcal U$. From (\ref{minimum}),
\begin{align}
A&=\sqrt{\frac{0.0040}{4.0\times10^{-5}}}=10\ \mu\mathrm{C/cm}^2,\\
f_{\min}&=-\frac{(0.0040)^2}{4(4.0\times10^{-5})}
=-0.10\ \mathrm{J/cm}^3.
\end{align}

The result was tested by minimizing (\ref{energy}) with the profile and period both free. The starting curve was a distorted, off-centre ellipse with main semi-axes 8 and 4 $\mu$C/cm$^2$ and wavevector 0.25 nm$^{-1}$. The minimization reached $q=0.400$ nm$^{-1}$ and $f=-0.100$ J/cm$^3$.

Diagonalizing the quadratic energy in a fixed 400 nm cell gives a softest mode at 0.3927 nm$^{-1}$, not 0.4000 nm$^{-1}$. This is the cell effect: $25(2\pi/400)=0.3927$ nm$^{-1}$ is the nearest allowed value. Equation (\ref{mismatch}) predicts a cost of $0.040(0.0073)^2=2\times10^{-6}\ \mathcal U$, in agreement with the eigenvalue $-0.003998\ \mathcal U$.

For a short cell, the half-width in (\ref{band}) is $\sqrt{0.0040/0.040}=0.316$ nm$^{-1}$. The largest unstable wavevector is 0.716 nm$^{-1}$. If $\psi$ is periodic in the cell, a nonzero allowed wavevector can therefore be unstable only if $L>2\pi/0.716=8.8$ nm, and at 212 K a shorter cell returns zero order for these parameters. This limit does not apply to a cell that holds a fractional number of carrier periods. With a carrier period of 2 nm, for example, a 2.5 nm cell allows $q=2\pi/2-2\pi/2.5=0.628$ nm$^{-1}$, which is unstable.

\section{Effects outside the isotropic continuum}

\subsection{Discrete lattice}

Consider a chain with repeat $c$, in which $|\psi'|^2$ is replaced by $|\psi_{n+1}-\psi_n|^2/c^2$ and the invariant by $\operatorname{Im}(\psi_n^*\psi_{n+1})/c$. A helix then has
\begin{equation}
\alpha_c(q)=a+\frac{2g}{c^2}(1-\cos qc)-\frac{2d}{c}\sin qc.
\end{equation}
Its derivative vanishes when $\tan qc=q_0c$. For $c=0.50$ nm, $q=\arctan(0.20)/0.50=0.395$ nm$^{-1}$. This is 1.3\% below $d/g$, and the lowering of the coefficient is 1.0\% below $d^2/g$. The latter moves the onset by about 0.3 K. A chain with longer-range couplings would have different corrections.

\subsection{Fourfold anisotropy and lock-in}

If $Q$ is one quarter of a reciprocal-lattice vector, translation by one cell rotates $\psi$ by a quarter turn. The lattice then permits the term $-(v/4)\operatorname{Re}\psi^4$. At fixed amplitude, the phase equation is
\begin{equation}
g\theta''=vA^2\sin4\theta.
\end{equation}
Put $\theta=q_0x+\delta$ and keep first order in $v$. Then $g\delta''=vA^2\sin4q_0x$, and two integrations give
\begin{equation}
\delta=-\frac{vA^2}{16gq_0^2}\sin4q_0x. \label{ripple}
\end{equation}
Amplitude changes do not alter this first-order result. In polar form the gradient square in (\ref{square}) is $\rho'^2+\rho^2(\theta'-q_0)^2$, which has no term linear in both the amplitude and phase changes.

For the strong choice $v=b/2$, (\ref{ripple}) gives a ripple of 0.0195 rad at 212 K, and full minimization gives 0.0202 rad. With $v$ reduced tenfold, the two agree within 1\%. At $v=b/2$ the wavevector falls by 0.45\% and the energy gain rises by 2.0\%, relative to the isotropic helix. The energy cannot rise, because the anisotropy averages to zero over the undistorted helix, which remains an available trial state.

At lower temperature a uniform state, commensurate with the lattice, may compete. For $a<0$ and $0<v<b$, its best energy is $-a^2/[4(b-v)]$. The undistorted helix is lower if
\begin{equation}
\frac{d^2/g+|a|}{\sqrt b}>\frac{|a|}{\sqrt{b-v}}.
\end{equation}
Solving for $|a|$ and using $a=a_0(T-T_0)$ gives
\begin{equation}
T>T_0-\frac{d^2/(ga_0)}{\sqrt{b/(b-v)}-1}
=200-\frac{32}{\sqrt2-1}\simeq123\ \mathrm K.
\end{equation}
Above this temperature a uniform ordered state cannot be lowest. This is an upper bound on the lock-in temperature, not an estimate of it, because a distorted helix can have still lower energy.

\subsection{Thermal fluctuations}

Let $\rho=A+u$. The second derivative of the amplitude energy is $-r+3bA^2=2r$, since $bA^2=r$. If the gradient stiffness is $g$ in all three directions, equipartition gives each amplitude mode a variance proportional to $k_BT/(gk^2+2r)$. Define $m^2=2r/g$. The long-wave contribution, measured as the reduction from the $m=0$ value, is
\begin{equation}
\frac{k_BT}{g}\int_0^\infty\frac{dk}{2\pi^2}\frac{m^2}{k^2+m^2}
=\frac{k_BTm}{4\pi g}.
\end{equation}
Here $1/m=2.2$ nm, and division by $A^2$ gives 2.6\% at 212 K. Since $m\propto\sqrt r$ and $A^2\propto r$, the ratio grows as $r^{-1/2}$ towards onset, apart from the slow factor $T$. Mean-field theory therefore becomes unreliable close to $T_i$. This estimate omits phase fluctuations. It also omits the subtracted $m=0$ variance, which comes mainly from short waves and can be much larger; its effect is taken to be included in the values of the coefficients.

\subsection{Comparison with real dielectrics}

The parameters describe a rough displacive incommensurate dielectric, not a particular compound. The slope $a_0$ gives $1/(\epsilon_0a_0)$ of about $6\times10^4$ K. The value is half as large if the stiffness is referred to the mean square polarization of the wave, which is $A^2/2$. Either value is within an order of magnitude of the Curie constants of displacive ferroelectrics, for which $10^5$ K is a rough typical value. The comparison concerns the size of the stiffness only, since a uniform field does not couple directly to $\eta$. A period of order 10 nm is a plausible scale. With $v=b/2$ the modulated range in this example is at least $232-123=109$ K; a different anisotropy would change it. If $Q$ is a simple fraction of a reciprocal-lattice vector, the lattice can break the assumption of an isotropic order-parameter plane. For the strong fourfold anisotropy above, this moves the wavevector by less than 1\% at 212 K, but it can end the helix altogether on further cooling. Strain, defects and temperature-dependent $d$ or $g$ are not sized here; the last would make $q_0$ vary with temperature unless $d$ and $g$ changed in proportion. The numerical output lists the values used in this example.

\section*{Calculated quantities}
\begin{verbatim}
Units: e in uC/cm2; [a] = J/cm3/(uC/cm2)^2
gradient stiffness g = 0.040 [a] nm^2
Lifshitz coefficient d = 0.0160 [a] nm
temperature slope a0 = 2.0e-04 [a]/K
equivalent Curie constant = 5.65e+04 K
quartic coefficient b = 4.0e-05 J/cm3/(uC/cm2)^4
bare instability T0 = 200.0 K
working temperature T = 212.0 K
a at T = 0.00240 [a]
helix wavevector d/g = 0.4000 1/nm
helix period = 15.708 nm
lowering d^2/g = 0.00640 [a]
lowering d^2/g = 6.400e+07 m/F
onset shift = 32.00 K
onset temperature = 232.00 K
coefficient, favoured helix = -0.00400 [a]
coefficient, opposite hand = 0.02160 [a]
coefficient, linear wave at q0 = 0.00880 [a]
box length for diagonalization = 400 nm
softest mode, wavevector = 0.3927 1/nm
softest mode, eigenvalue = -0.003998 [a]
helix amplitude = 10.000 uC/cm2
helix energy density = -0.10000 J/cm3
minimized wavevector = 0.40000 1/nm
minimized energy density = -0.100000 J/cm3
lattice repeat = 0.50 nm
lattice chain wavevector = 0.3948 1/nm
lattice change of q = -1.30 %
lattice change of d^2/g = -0.98 %
anisotropy ratio v/b = 0.50
phase ripple, first order = 0.0195 rad
phase ripple, minimized = 0.0202 rad
anisotropy change of q = -0.45 %
anisotropy change of energy gain = 1.97 %
upper bound on lock-in = 122.7 K
amplitude correlation length = 2.236 nm
thermal fluctuation / A^2 = 2.60 %
\end{verbatim}
